# The paramagnetic local-moment CPA as an equiatomic up-down alloy: verification in Python

```python
# RESULT UNDER TEST: without spin-orbit coupling the single-site CPA for moments
# pointing in all directions has a spin-independent medium, equal to the medium
# of a 50/50 binary CPA of "up" and "down" scatterers.
# Model: chain of cells (length A_LAT), two point scatterers per cell, H = -d2/dx2 + V
# in Rydberg units.  v = strength matrix, w = inverse of v, W = inverse strength of
# the medium, gamma = free propagator between scatterers, tau = scattering-path
# matrix of one cell, omega = W - inverse(tau_medium).  Matrix order: spin x scatterer.
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants

inv = np.linalg.inv
norm = np.linalg.norm
RY_EV = physical_constants['Rydberg constant times hc in eV'][0]
A_LAT = 4.0
POS = np.array([0.0, 1.5])
V_MAJ = np.diag([-1.6, -1.0])
V_MIN = np.diag([-0.8, -0.4])
W_MAJ, W_MIN = inv(V_MAJ), inv(V_MIN)
ETA = 0.05
NK = 240
I2 = np.eye(2)
SIG = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
SEP = POS[:, None] - POS[None, :]


def dag(m):
    return np.conj(np.swapaxes(m, -1, -2))


def im_part(m):
    return (m - dag(m)) / 2j


def sig_dot(e):
    return np.einsum('i,iab->ab', e, SIG)


def free_g(x, energy):
    kap = np.sqrt(energy + 0j)
    return np.exp(1j * kap * np.abs(x)) / (2j * kap)


def gamma_bloch(energy, nk):
    """Closed lattice sum of the free propagator on nk Bloch vectors."""
    kap = np.sqrt(energy + 0j)
    k = (2 * np.pi * np.arange(nk) / (nk * A_LAT))[:, None, None]
    r = np.exp(1j * (kap + k) * A_LAT)
    s = np.exp(1j * (kap - k) * A_LAT)
    total = (np.exp(1j * kap * np.abs(SEP)) + np.exp(-1j * kap * SEP) * r / (1 - r)
             + np.exp(1j * kap * SEP) * s / (1 - s))
    return total / (2j * kap)


def with_spin(blocks):
    return np.array([np.kron(I2, b) for b in blocks])


def w_vector(e):
    """Inverse of the potential strength for moment direction e."""
    v = np.kron(I2, (V_MAJ + V_MIN) / 2) + np.kron(sig_dot(e), (V_MAJ - V_MIN) / 2)
    return inv(v)


def cavity(medium, gam):
    tau = inv(medium - gam).mean(axis=0)
    return medium - inv(tau), tau


def solve_cpa(ws, weights, gam, start):
    medium = np.array(start, dtype=complex)
    for step in range(1, 6001):
        omega, _ = cavity(medium, gam)
        mean_tau = np.einsum('e,eab->ab', weights, inv(ws - omega))
        new = omega + inv(mean_tau)
        change = norm(new - medium) / norm(new)
        medium = new
        if change < 1e-12:
            return medium, step
    raise AssertionError('CPA iteration did not converge')


def sphere(n_theta, n_phi):
    c, wc = np.polynomial.legendre.leggauss(n_theta)
    phi = 2 * np.pi * np.arange(n_phi) / n_phi
    cc, pp = np.meshgrid(c, phi, indexing='ij')
    s = np.sqrt(1 - cc**2)
    dirs = np.stack([s * np.cos(pp), s * np.sin(pp), cc], axis=-1).reshape(-1, 3)
    return dirs, np.repeat(wc / 2, n_phi) / n_phi


def ring_gamma(energy, n):
    """Free propagator on a ring of n cells from an explicit sum over images."""
    out = np.zeros((n, n, 2, 2), dtype=complex)
    images = np.arange(-400, 401)[:, None, None] * n * A_LAT
    for i in range(n):
        for j in range(n):
            out[i, j] = free_g(SEP + (i - j) * A_LAT + images, energy).sum(axis=0)
    return out


def ring_tau00(ws, gam):
    n = len(ws)
    big = np.zeros((4 * n, 4 * n), dtype=complex)
    for i in range(n):
        for j in range(n):
            big[4*i:4*i+4, 4*j:4*j+4] = -np.kron(I2, gam[i, j])
        big[4*i:4*i+4, 4*i:4*i+4] += ws[i]
    return inv(big)[:4, :4]


def density(g):
    return -np.trace(g).imag / np.pi


dirs, wts = sphere(8, 16)
w_dirs = np.array([w_vector(e) for e in dirs])
w_bin = np.array([W_MAJ, W_MIN])
half = np.array([0.5, 0.5])
tilt = np.array([0.48, 0.60, 0.64])
p_up, p_dn = (I2 + sig_dot(tilt)) / 2, (I2 - sig_dot(tilt)) / 2

print(f'cell length {A_LAT:.2f} bohr, scatterers at {POS[0]:.2f} and {POS[1]:.2f} bohr')
print('majority strengths', np.diag(V_MAJ), 'Ry bohr')
print('minority strengths', np.diag(V_MIN), 'Ry bohr')
print(f'Im E = {ETA:.3f} Ry, Bloch vectors {NK}, directions {len(dirs)}')
print('tilted start direction', tilt)

for e_real in (0.2, 0.5, 0.8):
    energy = e_real + 1j * ETA
    g2 = gamma_bloch(energy, NK)
    g4 = with_spin(g2)
    med2, n2 = solve_cpa(w_bin, half, g2, (W_MAJ + W_MIN) / 2)
    med4, n4 = solve_cpa(w_dirs, wts, g4, w_vector(tilt))
    dev = norm(med4 - np.kron(I2, med2)) / norm(med4)
    assert dev < 1e-8
    om2, tau2 = cavity(med2, g2)
    om4, tau4 = cavity(med4, g4)
    t_bin = inv(w_bin - om2)
    t_dirs = inv(w_dirs - om4)
    # averaged local Green function and spin-resolved densities
    g_bin = w_bin @ t_bin @ w_bin - w_bin
    g_vec = np.einsum('e,eab->ab', wts, w_dirs @ t_dirs @ w_dirs - w_dirs)
    g_med = med2 @ tau2 @ med2 - med2
    assert norm(g_vec - np.kron(I2, g_med)) < 1e-8 * norm(g_vec)
    rho = [density(g) for g in g_bin]
    rho_up, rho_dn = density(g_vec[:2, :2]), density(g_vec[2:, 2:])
    assert abs(rho_up - sum(rho) / 2) < 1e-8 and abs(rho_dn - rho_up) < 1e-8
    vc = inv(med2)
    print(f'E = {e_real:.2f} Ry: iterations binary {n2}, vector {n4}')
    print(f'  relative difference of vector and binary media {dev:.1e}')
    print(f'  medium strength 11: {vc[0, 0]:.5f} Ry bohr')
    print(f'  medium strength 22: {vc[1, 1]:.5f} Ry bohr')
    print(f'  medium strength 12: {vc[0, 1]:.5f} Ry bohr')
    print(f'  density majority {rho[0]:.5f}, minority {rho[1]:.5f} 1/(Ry bohr)')
    print(f'  vector average, spin up {rho_up:.5f}, down {rho_dn:.5f} 1/(Ry bohr)')
    if e_real == 0.5:
        print(f'  the same spin-up average {rho_up / RY_EV:.6f} 1/(eV bohr)')
        keep = (energy, g2, g4, med2, med4, om2, om4, tau4, t_bin, t_dirs)

energy, g2, g4, med2, med4, om2, om4, tau4, t_bin, t_dirs = keep
print('All following numbers are for E = 0.50 Ry')

# projector form of the single-cell t-matrix and of the embedded tau
g_cell = free_g(SEP, energy)
v_tilt = inv(w_vector(tilt))
t_direct = np.linalg.solve(np.eye(4) - v_tilt @ np.kron(I2, g_cell), v_tilt)
t_maj, t_min = inv(W_MAJ - g_cell), inv(W_MIN - g_cell)
assert norm(t_direct - np.kron(p_up, t_maj) - np.kron(p_dn, t_min)) < 1e-11
tau_tilt = inv(w_vector(tilt) - np.kron(I2, om2))
assert norm(tau_tilt - np.kron(p_up, t_bin[0]) - np.kron(p_dn, t_bin[1])) < 1e-10
print(f't-matrix 11: majority {t_maj[0, 0]:.5f}, minority {t_min[0, 0]:.5f} Ry bohr')
print(f'tau 11: majority {t_bin[0][0, 0]:.5f}, minority {t_bin[1][0, 0]:.5f} Ry bohr')
comm = norm(W_MAJ @ med2 - med2 @ W_MAJ) / (norm(W_MAJ) * norm(med2))
assert comm > 1e-6
print(f'relative commutator of majority w with medium W {comm:.2e}')

# one replaced cell in an explicit ring against the embedding formula
n_ring = 12
gam_ring = ring_gamma(energy, n_ring)
explicit = ring_tau00([w_vector(tilt)] + [med4] * (n_ring - 1), gam_ring)
_, tau_ring = cavity(med4, with_spin(gamma_bloch(energy, n_ring)))
embedded = inv(inv(tau_ring) + w_vector(tilt) - med4)
ring_err = norm(explicit - embedded) / norm(explicit)
assert ring_err < 1e-9
print(f'ring of {n_ring} cells, embedding formula relative error {ring_err:.1e}')

# identities behind uniqueness, and the contraction constant
K, J = -im_part(om4), im_part(med4)
d_e = t_dirs - tau4
t_k = inv(med4 - g4)
d_k = t_k - tau4
left_e = np.einsum('e,eab->ab', wts, dag(d_e) @ K @ d_e)
assert norm(left_e - dag(tau4) @ J @ tau4) < 1e-8 * norm(left_e)
left_k = (dag(d_k) @ J @ d_k).mean(axis=0)
loss = (dag(t_k) @ (-im_part(g4)) @ t_k).mean(axis=0)
assert norm(left_k - dag(tau4) @ K @ tau4 + loss) < 1e-8 * norm(loss)
gam_min = np.linalg.eigvalsh(-im_part(g4)).min()
assert gam_min > 0 and np.linalg.eigvalsh(J).min() > 0
ti = inv(tau4)
left_form = ti @ (d_k @ J @ dag(d_k)).mean(axis=0) @ dag(ti)
right_form = dag(ti) @ left_k @ ti
c_left = eigh((left_form + dag(left_form)) / 2, K, eigvals_only=True).max()
c_right = eigh((right_form + dag(right_form)) / 2, K, eigvals_only=True).max()
contraction = np.sqrt(c_left * c_right)
assert contraction < 1
print(f'smallest eigenvalue of -Im gamma(k) {gam_min:.5f} 1/(Ry bohr)')
print(f'contraction constant c {contraction:.5f}')

# only the mean direction matters: coplanar triple, then a polarized distribution
ang = 2 * np.pi * np.arange(3) / 3
triple = np.array([w_vector([np.sin(x), 0.0, np.cos(x)]) for x in ang])
med_tri, _ = solve_cpa(triple, np.ones(3) / 3, g4, w_vector(tilt))
dev_tri = norm(med_tri - np.kron(I2, med2)) / norm(med_tri)
assert dev_tri < 1e-8
pol_wts = wts * (1 + 0.6 * dirs[:, 2])
med_pol, _ = solve_cpa(w_dirs, pol_wts, g4, med4)
split = norm(med_pol[:2, :2] - med_pol[2:, 2:]) / norm(med_pol[:2, :2])
assert split > 1e-3
print(f'three coplanar directions: relative difference of media {dev_tri:.1e}')
print(f'mean e_z = {pol_wts @ dirs[:, 2]:.3f}: relative spin splitting of W {split:.4f}')

# exact averages of a two-cell ring: vector and up-down ensembles differ
gam_two = ring_gamma(energy, 2)
z_axis = np.array([0.0, 0.0, 1.0])


def pair_trace(cos_t):
    second = w_vector([np.sqrt(1 - cos_t**2), 0.0, cos_t])
    return np.trace(ring_tau00([w_vector(z_axis), second], gam_two)) / 4


nodes, node_w = np.polynomial.legendre.leggauss(32)
exact_vec = sum(q * pair_trace(c) for c, q in zip(nodes, node_w)) / 2
exact_ud = (pair_trace(1.0) + pair_trace(-1.0)) / 2
assert abs(exact_vec - exact_ud) > 1e-6 * abs(exact_ud)
print(f'two-cell ring, exact vector average of tr(tau)/4 {exact_vec:.6f} Ry bohr')
print(f'two-cell ring, exact up-down average of tr(tau)/4 {exact_ud:.6f} Ry bohr')
word = 0.0
for e, q in zip(dirs, wts):
    prod = sig_dot(tilt) @ sig_dot(e)
    word += q * np.trace(prod @ prod).real / 2
word_ud = np.mean([np.trace(np.linalg.matrix_power(SIG[2] @ (s * SIG[2]), 2)).real / 2
                   for s in (1, -1)])
assert abs(word + 1 / 3) < 1e-12 and abs(word_ud - 1) < 1e-12
print(f'four-spin product average: vector {word:.6f}, up-down {word_ud:.6f}')

# p shell with spin-orbit coupling: the reduction fails
r2 = np.sqrt(0.5)
LX = r2 * np.array([[0, 1, 0], [1, 0, 1], [0, 1, 0]])
LY = r2 * np.array([[0, -1j, 0], [1j, 0, -1j], [0, 1j, 0]])
LZ = np.diag([1.0, 0.0, -1.0])
LS = sum(np.kron(s, l) for s, l in zip(SIG, (LX, LY, LZ)))
so_dirs, so_wts = sphere(16, 32)
W0, W1, OMEGA_P = -1.0, 0.3, -0.2 - 0.5j
print(f'p shell: w0 {W0:.2f}, w1 {W1:.2f}, omega {OMEGA_P:.2f} 1/(Ry bohr)')
for so in (0.0, 0.2):
    def tau_p(e):
        w = W0 * np.eye(6) + W1 * np.kron(sig_dot(e), np.eye(3)) + so * LS
        return inv(w - OMEGA_P * np.eye(6))
    avg = sum(q * tau_p(e) for e, q in zip(so_dirs, so_wts))
    up_down = (tau_p(z_axis) + tau_p(-z_axis)) / 2
    diff = norm(avg - up_down) / norm(avg)
    ls_coef = abs(np.trace(avg @ LS) / np.trace(LS @ LS))
    if so == 0.0:
        assert diff < 1e-12 and ls_coef < 1e-12
    else:
        assert diff > 1e-3 and ls_coef > 1e-3
    print(f'  spin-orbit term {so:.2f} 1/(Ry bohr): relative difference {diff:.1e},')
    print(f'    L.sigma coefficient of the vector average {ls_coef:.1e} Ry bohr')

print('PASS')
```

Running it gives:

```
cell length 4.00 bohr, scatterers at 0.00 and 1.50 bohr
majority strengths [-1.6 -1. ] Ry bohr
minority strengths [-0.8 -0.4] Ry bohr
Im E = 0.050 Ry, Bloch vectors 240, directions 128
tilted start direction [0.48 0.6  0.64]
E = 0.20 Ry: iterations binary 17, vector 17
  relative difference of vector and binary media 1.6e-13
  medium strength 11: -1.15864-0.04210j Ry bohr
  medium strength 22: -0.78116-0.05950j Ry bohr
  medium strength 12: 0.11788+0.00835j Ry bohr
  density majority 0.67232, minority 0.28247 1/(Ry bohr)
  vector average, spin up 0.47740, down 0.47740 1/(Ry bohr)
E = 0.50 Ry: iterations binary 16, vector 16
  relative difference of vector and binary media 3.0e-14
  medium strength 11: -1.20150-0.07635j Ry bohr
  medium strength 22: -0.72180-0.08999j Ry bohr
  medium strength 12: 0.09305+0.03996j Ry bohr
  density majority 0.64667, minority 0.38201 1/(Ry bohr)
  vector average, spin up 0.51434, down 0.51434 1/(Ry bohr)
  the same spin-up average 0.037803 1/(eV bohr)
E = 0.80 Ry: iterations binary 15, vector 15
  relative difference of vector and binary media 1.1e-13
  medium strength 11: -1.20362-0.09977j Ry bohr
  medium strength 22: -0.70646-0.07990j Ry bohr
  medium strength 12: 0.07147+0.05960j Ry bohr
  density majority 0.56333, minority 0.35946 1/(Ry bohr)
  vector average, spin up 0.46140, down 0.46140 1/(Ry bohr)
All following numbers are for E = 0.50 Ry
t-matrix 11: majority -0.74547-1.52486j, minority -0.71487-0.37404j Ry bohr
tau 11: majority -1.38714-1.74285j, minority -0.73744-0.26859j Ry bohr
relative commutator of majority w with medium W 3.22e-02
ring of 12 cells, embedding formula relative error 5.0e-15
smallest eigenvalue of -Im gamma(k) 0.01136 1/(Ry bohr)
contraction constant c 0.53102
three coplanar directions: relative difference of media 7.1e-14
mean e_z = 0.200: relative spin splitting of W 0.1780
two-cell ring, exact vector average of tr(tau)/4 -0.380085-0.194194j Ry bohr
two-cell ring, exact up-down average of tr(tau)/4 -0.443134-0.177566j Ry bohr
four-spin product average: vector -0.333333, up-down 1.000000
p shell: w0 -1.00, w1 0.30, omega -0.20-0.50j 1/(Ry bohr)
  spin-orbit term 0.00 1/(Ry bohr): relative difference 1.1e-15,
    L.sigma coefficient of the vector average 0.0e+00 Ry bohr
  spin-orbit term 0.20 1/(Ry bohr): relative difference 3.1e-02,
    L.sigma coefficient of the vector average 2.1e-01 Ry bohr
PASS
```
